\section*{Force on a Tunnel Bond in a Current-Carrying Tight-Binding Chain}

\section{Two orbitals: force and current from one number}

Take one electron shared by two orbitals, $L$ and $R$, of equal energy, joined by a real hopping element $w(d)$ that depends on their distance $d$. Let its state at some instant be
\begin{equation}
\psi_L=\tfrac{1}{\sqrt2},\qquad \psi_R=\tfrac{1}{\sqrt2}e^{i\varphi}.
\end{equation}
With the site energy as zero, the energy is $2w\,\mathrm{Re}(\psi_R\psi_L^*)=w\cos\varphi$, and the force conjugate to $d$ is $-w'\cos\varphi$, where $w'=dw/dd$. The Schr\"odinger equation $i\hbar\dot\psi_R=w\psi_L$ gives the flow into $R$:
\begin{equation}
\frac{d|\psi_R|^2}{dt}=\frac{2}{\hbar}\,\mathrm{Im}(\psi_R^*w\psi_L)=-\frac{w}{\hbar}\sin\varphi .
\end{equation}
The real part of $\psi_R\psi_L^*$ sets the force and the imaginary part sets the current. At $\varphi=\pi/2$ the flow is largest and the bond force is zero. A current therefore does not by itself fix the force on the bond it crosses; the phase relation between the two orbitals must be found. In a junction the leads determine it.

\section{The bond in a chain}

Let $L$ and $R$ be the end sites of two semi-infinite chains, with one orthogonal orbital per site and two spin states. The bond term is
\begin{equation}
H_b=w(d)\sum_\sigma\left(c^\dagger_{L\sigma}c_{R\sigma}+c^\dagger_{R\sigma}c_{L\sigma}\right).
\end{equation}
Only this term is taken to depend on $d$: each half moves rigidly. Define $\rho_{RL}=\langle c_L^\dagger c_R\rangle$ for one spin. Ehrenfest's equation for the momentum conjugate to $d$ gives the electronic force $F=-\langle\partial H/\partial d\rangle$. The two terms of $H_b$ contribute $\rho_{RL}+\rho_{RL}^*$, and spin doubles the result:
\begin{equation}
F=-4w'\,\mathrm{Re}\,\rho_{RL}. \label{force}
\end{equation}
Positive $F$ pushes the halves apart. This is a mean force on atoms that move slowly compared with the electrons.

For one spin, $i\hbar\dot\rho=[h,\rho]$, where $h$ is the one-electron Hamiltonian. The bond contributes $w(\rho_{LR}-\rho_{RL})=-2iw\,\mathrm{Im}\,\rho_{RL}$ to $i\hbar\dot\rho_{RR}$. With both spins, the electron flow from $L$ to $R$ is
\begin{equation}
\mathcal J=-\frac{4w}{\hbar}\,\mathrm{Im}\,\rho_{RL}. \label{flow}
\end{equation}
Write $w=-\tau$ with $\tau>0$, and $q=-d\ln\tau/dd$. Then $w'=q\tau=-qw$, and (\ref{force}) becomes $F=4qw\,\mathrm{Re}\,\rho_{RL}$.

\section{Nonequilibrium density matrix}

Let $g_L(E)$ and $g_R(E)$ be the retarded Green functions on the end sites of the separate leads, and $a=-2\,\mathrm{Im}\,g$. A state of the separate left lead with end amplitude $\phi_L$ becomes, after the bond is joined, a scattering state obeying
\begin{equation}
\psi_L=\phi_L+g_Lw\psi_R,\qquad \psi_R=g_Rw\psi_L .
\end{equation}
Substituting the second equation in the first gives
\begin{equation}
\psi_L=\frac{\phi_L}{D},\qquad \psi_R=\frac{wg_R\phi_L}{D},\qquad D=1-w^2g_Lg_R. \label{amp}
\end{equation}
Hence $\psi_R\psi_L^*=wg_R|\phi_L|^2/|D|^2$. For a state from the right, $\psi_R=\phi_R/D$ and $\psi_L=wg_L\phi_R/D$, so that $\psi_R\psi_L^*=wg_L^*|\phi_R|^2/|D|^2$. The sum of $|\phi|^2$ over lead states per unit energy is $-\mathrm{Im}\,g/\pi=a/2\pi$. Filling the two families with occupations $f_L$ and $f_R$ yields
\begin{equation}
\rho_{RL}=w\int\frac{dE}{2\pi}\,\frac{f_La_Lg_R+f_Ra_Rg_L^*}{|D|^2}. \label{rho}
\end{equation}
This assumes coherent, noninteracting electrons and no bound states, whose occupation the leads would not determine.

Since $\mathrm{Im}\,g_R=-a_R/2$ and $\mathrm{Im}\,g_L^*=a_L/2$, equations (\ref{flow}) and (\ref{rho}) give
\begin{equation}
I=e\mathcal J=\frac{2e}{h}\int T(f_L-f_R)\,dE,\qquad T=\frac{w^2a_La_R}{|D|^2}, \label{landauer}
\end{equation}
the Landauer current, counted positive for electrons moving from $L$ to $R$.

For the force, put $\bar f=(f_L+f_R)/2$ and $f_{L,R}=\bar f\pm(f_L-f_R)/2$. The difference of occupations gives
\begin{equation}
F_{\rm win}=\frac q\pi\int T(f_L-f_R)\left[\frac{\mathrm{Re}\,g_R}{a_R}-\frac{\mathrm{Re}\,g_L}{a_L}\right]dE, \label{window}
\end{equation}
because $w^2a_L\mathrm{Re}\,g_R/|D|^2=T\,\mathrm{Re}\,g_R/a_R$, and likewise with $L$ and $R$ exchanged. The bias window is assumed to lie inside both bands. The mean occupation gives
\begin{equation}
F_{\rm bg}=\frac{2qw^2}{\pi}\int\bar f\,\frac{a_L\mathrm{Re}\,g_R+a_R\mathrm{Re}\,g_L}{|D|^2}\,dE .
\end{equation}
The numerator equals $-2\,\mathrm{Im}(g_Lg_R)$, while $\mathrm{Im}(1/D)=-\mathrm{Im}D/|D|^2=w^2\mathrm{Im}(g_Lg_R)/|D|^2$. Therefore
\begin{equation}
F_{\rm bg}=-\frac{4q}{\pi}\int\bar f\,\mathrm{Im}\frac1D\,dE. \label{background}
\end{equation}

If the leads are identical and their levels are not shifted, $g_L=g_R$ and (\ref{window}) vanishes although current flows. For unlike leads the bracket generally survives at zero bias, so $F_{\rm win}$ starts linearly in the voltage and, at low bias, reverses with the current. At higher bias the even terms can prevent this reversal. The background also depends on voltage through $D$; equation (\ref{window}) alone is then not the complete odd part of the force.

\section{The half-filled chain with a potential step}

Let both leads have hopping $-t$, and let $\lambda=\tau/t<1$. Raise the left levels by $u=eV/2$ and lower the right levels by $u$. Each half is half filled in its own band, so the chemical potentials are $+u$ and $-u$. The temperature is zero and $0\le eV<2t$. Here $V$ is the drop in electron potential energy divided by $e$, placed entirely at the bond.

Removing the end site of a semi-infinite chain leaves the same chain, so $g=1/(x-t^2g)$, with $x$ the energy from the band centre. Of the roots of $t^2g^2-xg+1=0$, the retarded one inside the band is
\begin{equation}
g(x)=\frac{x-is}{2t^2},\qquad s=\sqrt{4t^2-x^2}. \label{surface}
\end{equation}
There $|g|=1/t$; outside the band, and in the upper half-plane, $|g|<1/t$. Thus $|w^2g_Lg_R|\le\lambda^2<1$, $D$ has no zero, and there is no bound state.

\subsection{Tunnelling electrons}

Let $x_\pm=E\pm u$ and $s_\pm=\sqrt{4t^2-x_\pm^2}$, so that $g_L=g(x_-)$ and $g_R=g(x_+)$. From (\ref{surface}), $a=s/t^2$ and $\mathrm{Re}\,g/a=x/2s$. The relation $g(-x)=-g(x)^*$ gives $g_L(-E)=-g_R(E)^*$. Hence $D(-E)=D(E)^*$, $T$ is even, and the two terms of (\ref{window}) contribute equally:
\begin{equation}
F_{\rm win}=\frac q\pi\int_{-u}^{u}T\,\frac{x_+}{s_+}\,dE. \label{chainwin}
\end{equation}
The same value follows by filling both sides to $-u$ and adding the left-incident electrons in the window: their force is $(2qw^2/\pi)\int a_L\mathrm{Re}\,g_R/|D|^2\,dE$, which is (\ref{chainwin}). Filling both sides to $+u$ and removing the right-incident electrons gives it again by the same symmetry. This is the sense in which $F_{\rm win}$ is the force of the tunnelling electrons.

Its sign can be read from (\ref{amp}), where $\psi_R/\psi_L=-\tau g_R$. An electron from the left arrives above the middle of the right band, where $\mathrm{Re}\,g_R>0$. The amplitudes then have a component of opposite sign, which is antibonding, and the bond is pushed apart.

\subsection{Background}

The mean occupation is one below $-u$ and one half in the window. Since $\mathrm{Im}(1/D)$ is odd in $E$, the half-filled window integrates to zero, and the integral in (\ref{background}) stops at $-u$. Extending it to zero and subtracting the added piece gives $F_{\rm bg}=F_{\rm pol}+F_{\rm occ}$ with
\begin{equation}
F_{\rm pol}=-\frac{4q}{\pi}\int_{-\infty}^{0}\mathrm{Im}\frac1D\,dE,\qquad
F_{\rm occ}=\frac{4q}{\pi}\int_{-u}^{0}\mathrm{Im}\frac1D\,dE .
\end{equation}
$F_{\rm pol}$ is the force with the step present but both sides filled to $E=0$. Inserting $\mathrm{Im}(1/D)=-\tfrac T2(\mathrm{Re}\,g_L/a_L+\mathrm{Re}\,g_R/a_R)$ gives
\begin{equation}
F_{\rm occ}=-\frac q\pi\int_{-u}^0T\left(\frac{x_+}{s_+}+\frac{x_-}{s_-}\right)dE>0. \label{occ}
\end{equation}
The sign follows because $x/s$ is odd and increasing, and $x_++x_-=2E<0$. At each energy in the window the left-incident and right-incident states must be taken together: their summed bond order is bonding below zero and antibonding above it. The mean occupation removes half of the first and adds half of the second.

In $F_{\rm pol}$, replace $1/D$ by $1/D-1$, which has the same imaginary part. This function is analytic in the upper half-plane and falls as $z^{-2}$, so the path can be turned onto the imaginary axis: $\int_{-\infty}^0dE\to-i\int_0^\infty dy$. There $g(iy-u)=-g(iy+u)^*$, hence $D=1+X$ and $1/D-1=-X/(1+X)$, where
\begin{equation}
F_{\rm pol}=-\frac{4q}\pi\int_0^\infty\frac{X}{1+X}\,dy,\qquad X=\tau^2|g(u+iy)|^2. \label{pol}
\end{equation}

At $V=0$ set $y=t(1/x-x)$, where $x$ is now a number between 0 and 1. Then $\sqrt{y^2+4t^2}=t(1/x+x)$, $|g(iy)|=x/t$, and $|dy|=t(1+x^2)x^{-2}dx$, so
\begin{align}
F(0)&=-\frac{4qt}{\pi}\int_0^1\frac{\lambda^2(1+x^2)}{1+\lambda^2x^2}\,dx\nonumber\\
&=-\frac{4qt}{\pi}\left[1-\frac{1-\lambda^2}{\lambda}\arctan\lambda\right]. \label{fzero}
\end{align}
The second line uses $\lambda^2+\lambda^2x^2=(1+\lambda^2x^2)-(1-\lambda^2)$. The equilibrium electronic force is attractive. For $\lambda\to0$ the first line gives $-16qt\lambda^2/(3\pi)$.

\section{Low bias}

At the band centre $g=-i/t$, $a=2/t$ and $D=1+\lambda^2$, so the transmission at zero bias is
\begin{equation}
T_0=\frac{4\lambda^2}{(1+\lambda^2)^2}.
\end{equation}
To leading order put $T=T_0$ and $s_\pm=2t$ in (\ref{chainwin}) and (\ref{occ}):
\begin{align}
F_{\rm win}&\simeq\frac{qT_0}{2\pi t}\int_{-u}^{u}(E+u)\,dE=\frac{qT_0(eV)^2}{4\pi t}, \label{lowwin}\\
F_{\rm occ}&\simeq-\frac{qT_0}{2\pi t}\int_{-u}^{0}2E\,dE=\frac{qT_0(eV)^2}{8\pi t}.
\end{align}
The current is $I\simeq e^2T_0V/(\pi\hbar)$ at this order, and (\ref{lowwin}) can be written
\begin{equation}
F_{\rm win}\simeq\frac{\hbar q}{4t}\,IV. \label{power}
\end{equation}
In this symmetric, half-filled junction the window force at low bias follows the electrical power, not the current: the number of tunnelling electrons and their mean height above the receiving band centre both grow as $V$.

For the polarisation, write the equation for $g$ as $z=t^2g+1/g$. Differentiation gives $g'/g=-1/r$ with $r=1/g-t^2g$, and $r^2=z^2-4t^2$. Hence $(\ln g)''=r'/r^2=z/r^3$. At $z=iy$, $r=iR$ with $R=\sqrt{y^2+4t^2}$; the first derivative $i/R$ is imaginary and the second is $-y/R^3$. So $\ln|g|$ changes by $-u^2y/(2R^3)$ and $X$ by $-X_0u^2y/R^3$, where $X_0$ is its value at $V=0$. The derivative of $X/(1+X)$ is $(1+X)^{-2}$, and (\ref{pol}) gives
\begin{equation}
\Delta F_{\rm pol}\simeq\frac{4qu^2}{\pi}\int_0^\infty\frac{X_0}{(1+X_0)^2}\frac{y}{R^3}\,dy .
\end{equation}
The substitution used for (\ref{fzero}) turns $(y/R^3)|dy|$ into $(1-x^2)\,dx/[t(1+x^2)^2]$. Thus
\begin{equation}
\Delta F_{\rm pol}\simeq\frac{q(eV)^2}{2\pi t}J,\quad
J=\int_0^1\frac{2\lambda^2x^2(1-x^2)\,dx}{(1+\lambda^2x^2)^2(1+x^2)^2}. \label{J}
\end{equation}
Reflection of the junction exchanges $V$ and $-V$ without changing $F$, so the next term is of fourth order:
\begin{equation}
F(V)=F(0)+\frac{q(eV)^2}{4\pi t}\left[\tfrac32T_0+2J\right]+O(V^4). \label{result}
\end{equation}
With the whole potential drop on the bond, all three contributions weaken it.

\paragraph{Weak bond.} For $\lambda\to0$,
\begin{equation}
\frac{J}{\lambda^2}\to2\int_0^1\left[-1+\frac3{1+x^2}-\frac2{(1+x^2)^2}\right]dx=\pi-3 .
\end{equation}
With $T_0\to4\lambda^2$ the bracket in (\ref{result}) becomes $6\lambda^2+2(\pi-3)\lambda^2=2\pi\lambda^2$, and
\begin{equation}
F(V)-F(0)\to\frac{q\lambda^2(eV)^2}{2t}. \label{weak}
\end{equation}
Divided by $|F(0)|$, this is $3\pi(eV)^2/(32t^2)$, independent of $\lambda$ in this limit: among weak tunnel bonds, a weaker one loses the same fraction of its electronic attraction. The fraction falls as $\lambda$ grows: the coefficient of $(eV/t)^2$ is 0.295 in the limit, 0.268 at $\lambda=0.25$ and 0.209 at $\lambda=0.5$.

\paragraph{Bond close to the lead bonds.} For $\lambda\to1$, $T_0\to1$. With $x=\tan\theta$,
\begin{equation}
J\to2\int_0^{\pi/4}\sin^2\theta\cos^2\theta\cos2\theta\,d\theta=\frac1{12},
\end{equation}
since the integrand without its factor 2 is $\tfrac14\sin^22\theta\cos2\theta$. The bracket tends to $5/3$.

\section{Numbers}

Equation (\ref{rho}) was tested without using scattering states. Two separate filled chains of 400 sites each were joined at time zero and evolved, and $\rho_{RL}$ was averaged over times before reflections from the far ends returned. For $\lambda=0.5$ and $eV=t$ the evolution gives $0.15294+0.09441i$, and (\ref{rho}) gives $0.15293+0.09441i$. With no step, $\lambda=0.5$, and fillings of 240 and 160 levels, the evolved value is $0.17438+0.12411i$. Its real part equals the mean of the two equilibrium bond orders, $0.17438$: current flows and the window force is absent.

Now take round model parameters $t=2$ eV, $\tau=0.5$ eV, $q=10\ \mathrm{nm}^{-1}$ and $V=1$ V. Then $\lambda=0.25$, $T_0=0.25/1.0625^2=0.2215$ and $J=0.00848$. The force unit is $qt=20$ eV/nm $=3204$ pN. Equation (\ref{fzero}) gives
\begin{equation}
F(0)=-3204\times\frac4\pi\,(1-0.9187)\ \mathrm{pN}\approx-332\ \mathrm{pN}.
\end{equation}
At 1 V, $\rho_{RL}=0.09661+0.03455i$. Its real part gives $F=-4q\tau\times0.09661=-1.932$ eV/nm, or $-309.6$ pN. Its imaginary part gives $I=(4e\tau/\hbar)\times0.03455=16.8\ \mu$A.

The attraction falls by 22.2 pN, or 6.7\% of $|F(0)|$. The weak-bond ratio predicts $3\pi\times0.25/32=7.4\%$. Tunnelling electrons supply 14.06 pN, the mean occupation 7.10 pN and polarisation 1.08 pN. In the low-bias law the common factor is $3204\times0.25/(4\pi)=63.7$ pN, and the three parts are 14.12, 7.06 and 1.08 pN. The first two errors have opposite signs and partly cancel. The total therefore agrees with (\ref{result}) to 0.1\% at 1 V, and still to 0.2\% at 2 V (88.8 against 89.0 pN). The power formula (\ref{power}), with the computed current, gives 13.84 pN, 1.6\% below the full window force.

\section{Real junctions and the limits of the model}

Atomic contacts and tunnel gaps are the nearest real cases. A tunnel current through vacuum falls by roughly a factor of ten per 0.1 nm; since $T\propto\tau^2$ for a weak bond, this means $q\approx12\ \mathrm{nm}^{-1}$, close to the value used. A single-atom gold contact breaks at roughly 1.5 nN, so a change of 22 pN is small beside that strength. The comparison is one of scale: $F$ omits the core repulsion that balances the electronic attraction in a real bond.

Three assumptions can move the result by an amount comparable with the bias-induced change itself. First, the whole potential drop was placed on the bond. Suppose that only a fraction $\alpha$ lies there and the rest is shared equally by the two neighbouring bonds. The right end level is then $-\alpha u$ while the rest of its lead stays at $-u$, and near the band centre $1/g_R\simeq[E+(2\alpha-1)u]/2+it$. Hence $\mathrm{Re}\,g_R/a_R\simeq[E+(2\alpha-1)u]/4t$, and the low-bias window force (\ref{lowwin}) is multiplied by $2\alpha-1$. It reverses when less than half of the drop is on the bond. The complete low-bias change of the force reverses too, but at a smaller $\alpha$: for $\tau/t=0.25$, 0.5 and 0.9 it is still positive at $\alpha=0.5$ and is negative at $\alpha=0.25$. Whether bias weakens a real bond therefore cannot be decided without the potential profile. Second, atoms at a biased junction can carry charge, and the field acts on it. For scale, an assumed charge of $0.1e$ in a field of 1 V over 0.3 nm feels 0.33 eV/nm, or 53 pN. The model lets the end sites charge but leaves this force out; a self-consistent calculation must find both the charge and the field. Third, real leads need not be symmetric or half filled. For $\tau=0.5t$, lead hoppings $t$ and $0.8t$, and level offsets $0.15t$ and $-0.25t$, the linear part of (\ref{window}) is $0.0266\,q\,eV$. With $q=10\ \mathrm{nm}^{-1}$ and 1 V this is 43 pN if the linear law is extended that far. It is only the odd part there: with $t=2$ eV the window force of this junction is 93 pN at $+1$ V and 9 pN at $-1$ V, so it no longer reverses. The background adds a further $0.006\,q\,eV$ to the linear term of the complete force. The symmetric junction with the same $\tau/t$, for which $T_0=0.64$, and $t=2$ eV has $63.7\times0.64=41$ pN from (\ref{lowwin}). In this example the mismatch thus produces a linear window term about as large, at 1 V, as the quadratic window term of the symmetric junction.

The force found here acts in opposite directions on the two atoms of the bond. The net electromigration force on one atom also needs the force from its other bond, where $\rho$ must be computed in the same nonequilibrium state. Inelastic scattering, fluctuations of the force and heating lie outside the mean, coherent description. The numerical output that follows lists the remaining comparisons.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS (energy in t, force in q*t)
lam in equilibrium test          0.50
F(0) from grand potential        -0.38770 q*t
F(0) from closed form            -0.38774 q*t
rho_RL evolved, eV = 1 t         0.15294 +0.09441 i
rho_RL steady formula            0.15293 +0.09441 i
rho_RL evolved, unequal leads    0.21367 -0.03242 i
rho_RL steady, unequal leads     0.21367 -0.03242 i
rho_RL evolved, no step          0.17438 +0.12411 i
mean of equilibrium bond orders  0.17438
J/lam^2 at lam = 0.01            0.14158
pi - 3                           0.14159
weak bond, change*t/(q(lam eV)^2) 0.49754 at lam = 0.05, limit 1/2
linear slope, numerical          0.026581 q
linear slope, formula            0.026581 q
WORKED EXAMPLE
lead hopping t                   2.00 eV
bond hopping tau                 0.50 eV
decay constant q                 10.0 nm^-1
voltage V                        1.00 V
lam                              0.250
T0                               0.22145
J                                0.008475
force unit q*t                   3204.35 pN
Re rho_RL per spin               0.096611
Im rho_RL per spin               0.034546
current I                        16.818 microampere
power I*V                        16.818 microwatt
equilibrium force F(0)           -331.819 pN
tunnelling-electron force        14.0599 pN
mean-occupation force            7.0991 pN
polarisation change              1.0834 pN
total change F(V)-F(0)           22.2423 pN
total force F(V)                 -309.577 pN
power estimate hbar*q*I*V/(4t)   13.8370 pN
tunnelling share of total change 63.21 percent
total change / |F(0)|            6.70 percent
V (volt), full change (pN), low-bias law (pN)
  0.25   1.3910   1.3910
  0.50   5.5632   5.5641
  1.00   22.2423   22.2565
  2.00   88.8218   89.0262
\end{verbatim}
